# Recursion relations for radial moments of Dirac–Coulomb bound states, part 2

The radial moments of a one-electron ion with a point nucleus are found by recursion instead of separate Gamma-function sums. Units are $\hbar=m=c=1$: energies in $mc^2$, lengths in $L=\hbar/mc=\alpha a_0$, with $a_0$ the Bohr radius. The Hamiltonian is $\boldsymbol\alpha\cdot\mathbf p+\beta+V$, $V=-\mu/r$, $\mu=Z\alpha$; $\gamma=\sqrt{\kappa^2-\mu^2}$, $\lambda=\sqrt{1-\varepsilon^2}$, and the energy $\varepsilon$ includes the rest mass. For Tl$^{80+}$, $\mu=81\alpha=0.591086$.

A state is $(P\chi_{\kappa m},\,iQ\chi_{-\kappa m})/r$, with $\kappa=-l-1$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. With $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, $\sigma_r\chi_{\pm\kappa}=-\chi_{\mp\kappa}$ and $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(1+\kappa)\chi_\kappa$. The radial equations are $P'=-\kappa P/r+(\varepsilon+1+\mu/r)Q$, $Q'=\kappa Q/r-(\varepsilon-1+\mu/r)P$.

**Lemma 2.** Bound states have $\varepsilon=\nu/N$, $\lambda=\mu/N$, $\nu=n_r+\gamma$, $N^2=\nu^2+\mu^2$, $n_r=n-|\kappa|$, and $(P,Q)^T=r^\gamma e^{-\lambda r}\sum_k(a_k,b_k)^Tr^k$, ending at $k=n_r$. Here the coefficients $a_0=\mu$, $b_0=\gamma+\kappa$; $w_k=\lambda a_k+(1+\varepsilon)b_k$, $w_{n_r}=0$, $t=\lambda/(1+\varepsilon)$.

The moments
$$A_p=\int_0^\infty r^p(P^2+Q^2)\,dr,\quad B_p=\int_0^\infty r^p(P^2-Q^2)\,dr,\quad C_p=2\int_0^\infty r^pPQ\,dr,$$
with $A_0=1$, $u_p=A_p-\varepsilon B_p$, $v_p=\varepsilon A_p-B_p$, exist for $p>-1-2\gamma$. There, with $s=p+1$:
$$sA_p-2\kappa B_p+2C_{p+1}=0,\tag{I}$$
$$sB_p-2\kappa A_p+2\mu C_p+2\varepsilon C_{p+1}=0,\tag{II}$$
$$sC_p-2\mu B_p+2u_{p+1}=0.\tag{III}$$

(b) Upward, for $p\ne-2$:
$$C_{p+1}=\kappa B_p-\tfrac s2A_p,\quad u_{p+1}=\mu B_p-\tfrac s2C_p,\quad v_{p+1}=\tfrac{s}{s+1}(\kappa C_p-\mu A_p),$$
and $A=(u-\varepsilon v)/\lambda^2$, $B=(\varepsilon u-v)/\lambda^2$.

(c) Downward, with primes for level $p+1$ and $\Delta=s(s^2-4\gamma^2)\neq0$:
$$\Delta A_p=8\kappa\mu u'-2(s^2+4\mu^2+2\kappa\varepsilon s)C',$$
$$\Delta B_p=s[4\mu u'-(4\kappa+2\varepsilon s)C'],$$
$$\Delta C_p=-2(s^2-4\kappa^2)u'-4\mu(2\kappa+\varepsilon s)C'.$$
The matrix in (c), acting on $(A_p,B_p,C_p)^T$, is
$$\begin{pmatrix}s&-2\kappa&0\\-2\kappa&s&2\mu\\0&-2\mu&s\end{pmatrix}.$$

(d) $B_0=\varepsilon$, $C_0=\kappa\lambda^2/\mu$, $B_{-1}=\lambda^2/\mu$.

(e) The seed is $A_{-1}=\lambda^3/\gamma+\varepsilon\lambda^2/\mu$, that is $u_{-1}=\lambda^3/\gamma$. It follows from Hellmann–Feynman: $A_{-1}=-\partial_\mu\varepsilon$ and $C_{-1}=\partial_\kappa\varepsilon$, with $\mu C_{-1}=\kappa u_{-1}$.

**Corollary.** $C_1=\kappa\varepsilon-\frac12$,
$$A_1=\frac{3\mu\varepsilon}{2\lambda^2}-\frac{\kappa(1+\kappa\varepsilon)}{2\mu},$$
and, for $\gamma>\frac12$,
$$C_{-2}=\frac{\mu}{\kappa}A_{-2}=\frac{2\lambda^3(2\kappa\varepsilon-1)}{\gamma(4\gamma^2-1)}.$$

## Remarks

*Remark 2 (below the threshold).* By Lemma 2 each moment is a finite sum of terms $\Gamma(x)/(2\lambda)^x$, $x=2\gamma+p+1+i+j$, meromorphic in $p$. Relations (I)–(III) persist for the continued functions, so for non-integer $2\gamma$ the recursion runs past the threshold and keeps returning finite numbers. The crossing shows in the sign of $\Delta=s(s^2-4\gamma^2)$, positive for $-2\gamma<s<0$ and negative for $s<-2\gamma$, so the descent must stop when $\Delta$ turns negative. For $1s$, $\varepsilon=\gamma$, $\lambda=\mu$, the density is $Kr^{2\gamma}e^{-2\mu r}$ with $K=(2\mu)^{2\gamma+1}/\Gamma(2\gamma+1)$, and the continued value is $A_{-3}=8\mu^3/[2\gamma(2\gamma-1)(2\gamma-2)]$, negative for $\frac12<\gamma<1$. With $x=2\gamma-2\in(-1,0)$,
$$\int_\delta^\infty r^{x-1}e^{-2\mu r}dr=-\frac{\delta^x}{x}+\int_\delta^\infty r^{x-1}(e^{-2\mu r}-1)\,dr,$$
and integration by parts shows that the last integral tends to $\Gamma(x+1)/[x(2\mu)^x]=\Gamma(x)/(2\mu)^x$ with remainder $O(\delta^{x+1})$. The recursion returns this finite part. For Tl$^{80+}$ the threshold is $-2.613$, the recursion gives $-4.31784\,L^{-3}$, the integral cut at $\delta=10^{-10}L$ is $+20448\,L^{-3}$, and removing $-K\delta^x/x$ leaves $-4.31784\,L^{-3}$. The same threshold excludes $A_{-3}$ for $p_{1/2}$ states, whose Schrödinger $\langle r^{-3}\rangle$ is finite.

*Remark 3 (nonrelativistic limit).* Let $e=1-\varepsilon$, $G_p=A_p-B_p=2\int r^pQ^2dr$. Then (I), (II)$-$(I) and (III) become
$$(s-2\kappa)A_p+2\kappa G_p+2C_{p+1}=0,\qquad (s+2\kappa)G_p=2\mu C_p-2eC_{p+1},$$
$$sC_p-2\mu B_p+2G_{p+1}+2eB_{p+1}=0.$$
As $\mu\to0$, $N\to n$, $e\to\mu^2/2n^2$ and $r\sim1/\mu$, so the first radial equation gives $Q\approx(P'+\kappa P/r)/2=O(\mu)P$ and $G_p/A_p=O(\mu^2)$ for fixed $p$ inside the range. To leading order $B=A$ and $C_{q+1}=-(q+1-2\kappa)A_q/2$ for each $q$. Multiply the third relation by $s+1+2\kappa$ and use the second on level $p+1=s$:
$$(s+1+2\kappa)\Big[-\tfrac s2(s-1-2\kappa)A_{s-2}-2\mu A_{s-1}+2eA_s\Big]-2\mu(s-2\kappa)A_{s-1}+2e(s+1-2\kappa)A_s=0.$$
The coefficients sum to $4e(s+1)$, $-2\mu(2s+1)$ and $\frac s2[(2\kappa+1)^2-s^2]$. Since $(2\kappa+1)^2=(2l+1)^2$ for both signs of $\kappa$, half of this is Kramers' relation
$$\frac{\mu^2(s+1)}{n^2}A_s-\mu(2s+1)A_{s-1}+\frac s4[(2l+1)^2-s^2]A_{s-2}=0,$$
with corrections of relative order $\mu^2$. For Dirac $3d_{3/2}$ moments at $s=2$ the residual relative to the middle term is $-3.35\times10^{-6}$ at $Z=1$ and $-1.34\times10^{-5}$ at $Z=2$, a ratio of 4. In Kramers' relation $A_{-2}$ drops out at $s=0$ and is the seed. The corollary supplies it, $A_{-2}\to2\kappa\mu^2/[n^3|\kappa|(2\kappa+1)]=\mu^2/[n^3(l+\frac12)]$: the Schrödinger seed is carried by $u_{-1}\to\mu^3/n^3|\kappa|$, a term smaller than $A_{-1}\to\mu/n^2$ by a factor of order $\mu^2$ (the other term of $A_{-1}$, $\varepsilon\lambda^2/\mu$, has corrections of the same order).

*Remark 4 (magnetic observables).* Let $M=(\hat{\mathbf r}\times\boldsymbol\sigma)_z$. Then $\langle f(r)(\mathbf r\times\boldsymbol\alpha)_z\rangle=2\int frPQ\,dr\;\mathrm{Re}\,[i\langle\chi_\kappa|M|\chi_{-\kappa}\rangle]$. From $\sigma_j\sigma_l=\delta_{jl}+i\epsilon_{jlm}\sigma_m$, $M\sigma_r=iT_z$ with $\mathbf T=\hat{\mathbf r}\sigma_r-\boldsymbol\sigma$; with $\chi_{-\kappa}=-\sigma_r\chi_\kappa$ the angular factor is $i\cdot(-1)\cdot i\langle T_z\rangle=\langle T_z\rangle$. The projection theorem gives $\langle T_z\rangle=m\langle\mathbf T\cdot\mathbf J\rangle/j(j+1)$, and $\mathbf T\cdot\mathbf J=\frac12-(\boldsymbol\sigma\cdot\mathbf L+\frac32)=\kappa$ on $\chi_\kappa$, because $\hat{\mathbf r}\cdot\mathbf L=0$ and $\sigma_r^2=1$. For charge $-e_0$ the coupling is $e_0\boldsymbol\alpha\cdot\mathbf A$. A uniform field, $\mathbf A=\frac12\mathbf B\times\mathbf r$, gives $\mu_BB(\mathbf r\times\boldsymbol\alpha)_z$ with $\mu_B=e_0/2$, so to first order $g=\kappa C_1/j(j+1)$, $j(j+1)=\kappa^2-\frac14$. A point dipole $\mathbf d$, $\mathbf A\propto\mathbf d\times\mathbf r/r^3$, has $f=r^{-3}$ and radial integral $C_{-2}$. The corollary gives $C_{-2}\to2\mu^3/[n^3|\kappa|(2\kappa+1)]$ as $\mu\to0$, and the ratio of $C_{-2}$ to this expression is the relativistic hyperfine factor $F$. For $1s$, $g=\frac23(1+2\gamma)$ and $F=1/[\gamma(2\gamma-1)]$, which diverges at the threshold $\gamma=\frac12$.

## Example: hydrogen-like thallium

Take Tl$^{80+}$, $\mu=81\alpha=0.591086$, in the point-nucleus Dirac–Coulomb model. Nuclear size, the distribution of nuclear magnetization, recoil and radiative corrections are left out, so six digits serve to follow the arithmetic and do not describe the real ion; the moments closest to the threshold $-1-2\gamma$ give the most weight to the region near the origin, where the point model is worst. Replacing the point charge by a uniformly charged sphere of rms radius $5.48$ fm, with the dipole kept pointlike, lowers $F$ to about $1.82$, $2.34$ and $2.37$ for $1s$, $2s$ and $2p_{1/2}$, the $1s$ binding to $98.76$ keV and the $1s$ enhancement of $\langle r^{-2}\rangle$ from $2.02$ to $1.92$, and raises $g_{1s}$ to $1.7426$. The $2p_{3/2}$ row of the table below is unchanged, and for $3p_{3/2}$ $A_{-4}$ drops by $0.4\%$ and $A_{-3}$ by about $10^{-5}$. Results below are quoted from unrounded inputs, so redoing a line with the printed six digits can move the last digit.

For $3p_{3/2}$, $\kappa=-2$, $n_r=1$: $\gamma=1.910659$, $N=2.970070$, $\varepsilon=(1+1.910659)/2.970070=0.979997$, $\lambda=0.199014$, $\lambda^2=0.0396066$, and the binding energy is $10.22$ keV. The threshold $-4.82$ admits $p\ge-4$.

Level 0 has $C_0=-2(0.0396066)/0.591086=-0.134013$. For $s=1$:
$$u_1=0.591086(0.979997)+\tfrac12(0.134013)=0.646268,$$
$$v_1=\tfrac12[2(0.134013)-0.591086]=-0.161530,$$
$$A_1=\frac{0.646268+0.979997(0.161530)}{0.0396066}=20.3140,$$
with $B_1=20.0692$ and $C_1=-2(0.979997)-\frac12=-2.45999$. For $s=2$, $u_2=0.591086(20.0692)+2.45999=14.3226$, $v_2=\frac23[2(2.45999)-0.591086(20.3140)]=-4.72488$, $C_2=-2(20.0692)-20.3140=-60.4523$, and $A_2=478.53$. In atomic units $\langle r\rangle=0.1482\,a_0$ and $\langle r^2\rangle=0.02548\,a_0^2$.

The seed is $u_{-1}=0.199014^3/1.910659=0.00412541$. With $B_{-1}=0.0396066/0.591086=0.0670065$, $A_{-1}=0.00412541+0.979997(0.0670065)=0.0697916$, or $9.564\,a_0^{-1}$, and $C_{-1}=-2(0.00412541)/0.591086=-0.0139588$. For $s=-1$, $\Delta=13.60247$:
$$B_{-2}=-\frac{4(0.591086)(0.00412541)-[8+2(0.979997)](0.0139588)}{13.60247}=0.00950382,$$
and the corollary gives $A_{-2}=0.0100977$, $C_{-2}=-0.00298431$, so $u_{-2}=0.000784012$. For $s=-2$, $\Delta=21.20494$:
$$B_{-3}=\frac{-2\{4(0.591086)(0.000784012)-[8+4(0.979997)](0.00298431)\}}{21.20494}=0.00318032,$$
with $A_{-3}=0.00337633$, or $8689\,a_0^{-3}$. The last step, $\Delta=16.80741$, gives $A_{-4}=0.00274321$.

The small-component share $(A_p-B_p)/2A_p$ is $2.5\%$, $2.9\%$, $2.9\%$, $1.0\%$ and $0.5\%$ at $p=-4,-3,-2,0,3$, which is not monotonic. Both ends follow from Lemma 2. Near the threshold the origin dominates and $B/A\to(a_0^2-b_0^2)/(a_0^2+b_0^2)=-\gamma/\kappa$, by $\mu^2=(\kappa-\gamma)(\kappa+\gamma)$; this is also the null vector of the matrix in (c) at $s=-2\gamma$, whose first row gives $sA=2\kappa B$. The share there is $(1-1.910659/2)/2=2.2\%$. As $p\to\infty$ the highest coefficients dominate, $w_{n_r}=0$ gives $Q/P\to-t$, and $B/A\to(1-t^2)/(1+t^2)=\varepsilon$, so the share returns to its $p=0$ value of $1.0\%$.

| state | binding (keV) | $A_1$ | $A_{-1}$ | $g$ | $F$ |
|---|---|---|---|---|---|
| $1s_{1/2}$ | 98.82 | 2.2105 | 0.7328 | 1.7421 | 2.022 |
| $2s_{1/2}$ | 25.33 | 8.7566 | 0.1928 | 1.9339 | 2.614 |
| $2p_{1/2}$ | 25.33 | 7.0648 | 0.1928 | 0.6006 | 2.435 |
| $2p_{3/2}$ | 22.83 | 8.1567 | 0.1547 | 1.2857 | 1.113 |

The degenerate pair $2s_{1/2}$, $2p_{1/2}$ shares $A_{-1}$ because the seed depends on $\kappa^2$, while the term $-\kappa/2\mu$ in $A_1$ separates their radii by $1/\mu$: $8.7566-7.0648=1/0.591086$. The $g$ values lie below their $\mu\to0$ limits $2$, $2$, $\frac23$, $\frac43$, obtained from $C_1$ at $\varepsilon=1$. With $\gamma=0.806609$ the $1s$ factor is $F=1/[0.806609\,(2\times0.806609-1)]=2.022$; the $j=\frac12$ states lie nearer the pole of $C_{-2}$ at $\gamma=\frac12$ than $2p_{3/2}$ does. The pole factor $(2|\kappa|-1)/(2\gamma-1)$ is $1.63$ for all three of them and $1.06$ for $2p_{3/2}$. It supplies only part of $F$; the remaining factors are $1.24$, $1.60$, $1.49$ and $1.05$ in the order of the table.

The recursion was tested against Gamma-function sums over the polynomial wavefunctions, for nine states at four coupling strengths and all integer $p$ from the threshold to 8; in extended precision the largest deviation relative to $A_p$ was $1.9\times10^{-30}$. The Hellmann–Feynman step was tested without the energy formula, by differencing eigenvalues of the radial equations in a large box: for $2s$, $-\partial_\mu\varepsilon=0.1927571=A_{-1}$ and $\partial_\kappa\varepsilon=-0.0630662=C_{-1}$. Run upward in double precision for $3p_{3/2}$, from values of $\mu$, $\varepsilon$ and $\lambda$ rounded from extended precision, the recursion gave $A_{20}$ with an error of $3.5\times10^{-16}$ relative to the Gamma sum.

## Calculated quantities

```
units hbar=m=c=1: energy mc^2, length L=hbar/mc; A_p,B_p,C_p,u_p,v_p in L^p
alpha = L/a0 = 0.0072973525643  mc^2 = 510.998951 keV
Tl80+: Z = 81, mu = Z alpha = 0.59108556
3p3/2: kappa=-2 n_r=1 gamma = 1.9106590  N = 2.9700704
3p3/2: eps = 0.97999665  lambda = 0.19901399 1/L  lambda^2 = 0.039606568
3p3/2: binding = 10.2217 keV  threshold -1-2gamma = -4.8213180
3p3/2 p=-4 A = 0.0027432081  B = 0.0026053205  C = -0.00085355965
3p3/2 p=-3 A = 0.0033763302  B = 0.0031803194  C = -0.0010958289
3p3/2 p=-2 A = 0.010097721  B = 0.0095038175  C = -0.0029843086
3p3/2 p=-1 A = 0.069791551  B = 0.067006490  C = -0.013958774
3p3/2 p= 0 A = 1.0000000  B = 0.97999665  C = -0.13401298
3p3/2 p= 1 A = 20.313979  B = 20.069162  C = -2.4599933
3p3/2 p= 2 A = 478.53040  B = 473.68306  C = -60.452303
3p3/2 p= 3 A = 12364.032  B = 12238.171  C = -1665.1617
3p3/2 p=-3 u = 0.00025962787  v = 0.00012847290
3p3/2 p=-2 u = 0.00078401198  v = 0.00039191551
3p3/2 p=-1 u = 0.0041254149  v = 0.0013889957
3p3/2 p= 1 u = 0.64626836  v = -0.16152980
3p3/2 p= 2 u = 14.322585  v = -4.7248755
3p3/2 p= 3 u = 370.66567  v = -121.46085
3p3/2 p=-2 determinant s(s^2-4gamma^2) = 13.602471
3p3/2 p=-3 determinant s(s^2-4gamma^2) = 21.204943
3p3/2 p=-4 determinant s(s^2-4gamma^2) = 16.807414
3p3/2: <r> = 0.14823827 a0  <r^2> = 0.025482392 a0^2
3p3/2: <1/r> = 9.5639549 1/a0  <r^-3> = 8688.5825 1/a0^3
1s1/2 gamma = 0.80660887  eps = 0.80660887  binding = 98.8227 keV
1s1/2 A_1 = 2.2105241  A_-1 = 0.73280320  C_-2 = -0.83503243
1s1/2 C_1 = -1.3066089  g = 1.7421452  hfs factor = 2.0217260
2s1/2 gamma = 0.80660887  eps = 0.95042329  binding = 25.3336 keV
2s1/2 A_1 = 8.7566304  A_-1 = 0.19275706  C_-2 = -0.13496194
2s1/2 C_1 = -1.4504233  g = 1.9338977  hfs factor = 2.6140883
2p1/2 gamma = 0.80660887  eps = 0.95042329  binding = 25.3336 keV
2p1/2 A_1 = 7.0648280  A_-1 = 0.19275706  C_-2 = 0.041911903
2p1/2 C_1 = 0.45042329  g = 0.60056439  hfs factor = 2.4353848
2p3/2 gamma = 1.9106590  eps = 0.95532951  binding = 22.8266 keV
2p3/2 A_1 = 8.1567177  A_-1 = 0.15468107  C_-2 = -0.0095775807
2p3/2 C_1 = -2.4106590  g = 1.2856848  hfs factor = 1.1130534
2s: -d eps/d mu (box) = 0.19275706  A_-1 (Gamma sum) = 0.19275706
2s: d eps/d kappa (box) = -0.063066178  C_-1 (Gamma sum) = -0.063066177
1s: threshold -1-2gamma = -2.6132177  formal A_-3 = -4.3178424 L^-3
1s: integral of r^-3 from 1e-10 L = 20447.629  finite part = -4.3178409 L^-3
3d3/2 s=2 Kramers relative residual: Z=1 -3.3529e-6  Z=2 -1.3411e-5
dimension of solution space of the relations = 2
largest relative error recursion vs Gamma sums = 1.9e-30
double-precision upward error in A_20 (3p3/2) = 3.5e-16
```
